# Vanishing Gap, Finite Kernel: the Σu Singlet of Stretched H2

An adiabatic linear-response calculation on H$_2$ from a spin-restricted Kohn–Sham ground state, with a kernel whose matrix element stays finite (as it does for the local, gradient-corrected, hybrid and exact-exchange kernels computed below), gives a lowest $^1\Sigma_u^+$ excitation energy that slides toward zero as the bond is stretched. In a basis of two hydrogen 1s functions at $R=400$ pm the adiabatic local density approximation (ALDA) gives 0.299 aJ (1.87 eV), while the exact answer in the same basis is 2.149 aJ (13.4 eV). Without an account of the cause one would try a gradient correction, exact exchange or a larger basis, and in the numbers below none of these helps. The squared excitation energy is a product of two factors, one set by the Kohn–Sham gap and one by the kernel, and they are taken here one at a time.

## Basis and conventions

Let $E_h=e^2/(4\pi\varepsilon_0a_0)=4.3597$ aJ, $a_0=52.918$ pm, $\rho=R/a_0$. The functions $a,b$ are hydrogen 1s orbitals on the two nuclei, $a=(\pi a_0^3)^{-1/2}e^{-x_a}$ with $x_a=r_a/a_0$, and $S=\int ab$. Inversion symmetry fixes the orbitals,
$$g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}},$$
and the reference has two electrons in $g$, so $n=2g^2$. Coulomb integrals are
$$(pq|rs)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|},$$
with $U=(aa|aa)$, $V=(aa|bb)$, $J_{pq}=(pp|qq)$, $K_H=(gu|gu)$. By Gauss's law the density $a^2$ produces the potential energy $v(x)=E_h[1/x-e^{-2x}(1+1/x)]$. Averaging it over $a^2$, with $\langle 1/x\rangle=1$ and $\int_0^\infty4x^2e^{-4x}(1+1/x)\,dx=4(\tfrac{2}{64}+\tfrac1{16})=\tfrac38$, gives $U=\tfrac58E_h$. Two separated spherical charges give $V=E_h/\rho=e^2/(4\pi\varepsilon_0R)$ up to terms of order $e^{-2\rho}$ times powers of $\rho$. For the numbers quoted, each 1s function was written as a sum of Gaussians (trapezoidal rule on the Gaussian integral transform of $e^{-x}$), and exchange-correlation integrals were done on an atom-centred grid.

## The response as an oscillator

In a singlet motion both spins share one orbital, $\varphi=e^{-i\varepsilon_gt/\hbar}(g+c\,u)$ to first order in a small complex $c=q+ip$. The density changes by $\delta n=2(c+c^*)gu=4q\,gu$, so $q$ moves charge from one atom to the other and $p$ leaves the density unchanged at first order. Project $i\hbar\dot\varphi=\hat F[n]\varphi$ on $u$. The unperturbed operator gives $\Delta\varepsilon\,c$ with $\Delta\varepsilon=\varepsilon_u-\varepsilon_g$. Adiabatic means that the potential responds to the density at the same instant, $\delta v=\int(f_H+f_{xc})\,\delta n$, with $f_H$ the Coulomb interaction and $f_{xc}=\delta^2E_{xc}/\delta n\,\delta n$ for the total density of a closed shell. Its $u$–$g$ element is $4Kq$, where
$$K=K_H+K_{xc},\qquad K_{xc}=\iint gu\,f_{xc}\,gu .$$
The $g$–$g$ element of $\delta v$ vanishes because $\delta n$ is odd under inversion. Since $4q=2c+2c^*$,
$$i\hbar\dot c=Ac+Bc^*,\qquad A=\Delta\varepsilon+2K,\quad B=2K .$$
The left side is $i\hbar\dot q-\hbar\dot p$ and the right side is $(A+B)q+i(A-B)p$, so
$$\hbar\dot q=(A-B)\,p,\qquad \hbar\dot p=-(A+B)\,q .$$
Differentiating the first equation and inserting the second gives $\hbar^2\ddot q=-(A-B)(A+B)q$:
$$(\hbar\omega)^2=(A-B)(A+B)=\Delta\varepsilon\,(\Delta\varepsilon+4K).$$
The factor $A+B$ is the stiffness against displacing charge. The factor $A-B=\Delta\varepsilon$ is an inverse mass: it sets the rate at which charge passes between the atoms, and a local kernel cancels from it.

## First factor: the gap

Let $F_{aa}=F_{bb}$ and $F_{ab}$ be the elements of the Kohn–Sham operator. Then $\varepsilon_g=(F_{aa}+F_{ab})/(1+S)$ and $\varepsilon_u=(F_{aa}-F_{ab})/(1-S)$. Over the common denominator the numerator is $(F_{aa}-F_{ab})(1+S)-(F_{aa}+F_{ab})(1-S)$, so
$$\Delta\varepsilon=\frac{2(SF_{aa}-F_{ab})}{1-S^2}.$$
Write $\hat F=\hat T+v_a+v_b+v_{Hxc}$ with nuclear attractions $v_a=-E_h/x_a$, $v_b=-E_h/x_b$. Since $(\hat T+v_b)b=-\tfrac12E_hb$,
$$F_{ab}=-\tfrac12E_hS-E_h\!\int\! ab/x_a+\int ab\,v_{Hxc}.$$
Every term carries the positive product $ab$, and for a bounded local potential the last is at most $S\max|v_{Hxc}|$ in size. The gap therefore vanishes with the overlap.

The coefficient can be found for exact exchange, where two electrons in one orbital have $v_x=-v_H/2$; call that gap $\Delta\varepsilon_x$. Use spheroidal coordinates $x_{a,b}=\rho(\xi\pm\eta)/2$, in which $\int ab\,G=\tfrac{\rho^3}{4}\iint(\xi^2-\eta^2)e^{-\rho\xi}G\,d\xi\,d\eta$ for $\xi\ge1$, $|\eta|\le1$ and axially symmetric $G$. Define $A_k(\alpha)=\int_1^\infty\xi^ke^{-\alpha\xi}d\xi$; integration by parts gives
$$e^{\alpha}A_0=\frac1\alpha,\quad e^{\alpha}A_1=\frac1\alpha+\frac1{\alpha^2},\quad e^{\alpha}A_2=\frac1\alpha+\frac2{\alpha^2}+\frac2{\alpha^3}.$$
With $G=1$, $S=\tfrac{\rho^3}4[2A_2(\rho)-\tfrac23A_0(\rho)]=e^{-\rho}(1+\rho+\rho^2/3)$.

The density is $n=a^2+b^2+O(S)$. The correction changes the potential by $O(S)$, which enters the gap weighted by $Sa^2-ab$, so it is an $O(S^2)$ effect and is dropped. Then $\int a^2v_H/2=(U+V)/2$ and, by symmetry, $\int ab\,v_H/2=(ab|aa)=\int ab\,v(x_a)$. The $1/x_a$ part of $v(x_a)$ cancels the nuclear term in $F_{ab}$, and $\int a^2v_b=-v(\rho)\simeq-E_h/\rho$, leaving
$$F_{aa}=E_h\Big[-\frac12-\frac1\rho+\frac5{16}+\frac1{2\rho}\Big],\qquad F_{ab}=-\tfrac12E_hS-E_hI,$$
with $I=\int ab\,e^{-2x_a}(1+1/x_a)$. Here $e^{-2x_a}=e^{-\rho\xi}e^{-\rho\eta}$ and $(\xi^2-\eta^2)/x_a=2(\xi-\eta)/\rho$. For $B_k=\int_{-1}^1\eta^ke^{-\rho\eta}d\eta$ the growing parts suffice: $B_0\simeq e^\rho/\rho$, and $B_{k+1}=-dB_k/d\rho$ gives $B_1\simeq-e^\rho(\rho^{-1}-\rho^{-2})$, $B_2\simeq e^\rho(\rho^{-1}-2\rho^{-2}+2\rho^{-3})$. With $A_k=A_k(2\rho)$,
$$\frac{\rho^3}4(A_2B_0-A_0B_2)=\frac{\rho^3}{4}e^{-\rho}\Big(\frac{3}{2\rho^3}-\frac{3}{4\rho^4}\Big)=e^{-\rho}\Big(\frac38-\frac3{16\rho}\Big),$$
$$\frac{\rho^2}2(A_1B_0-A_0B_1)=\frac{\rho^2}{2}e^{-\rho}\Big(\frac1{\rho^2}-\frac1{4\rho^3}\Big)=e^{-\rho}\Big(\frac12-\frac1{8\rho}\Big),$$
and their sum is $I=e^{-\rho}(\tfrac78-\tfrac5{16\rho})$. The terms $-\tfrac12E_hS$ cancel in $SF_{aa}-F_{ab}=E_h[S(\tfrac5{16}-\tfrac1{2\rho})+I]$. The product is $e^{-\rho}[\tfrac5{48}\rho^2+\tfrac7{48}\rho-\tfrac3{16}-\tfrac1{2\rho}]$; adding $I$ and doubling,
$$\Delta\varepsilon_x\simeq E_he^{-\rho}\Big(\frac{5\rho^2}{24}+\frac{7\rho}{24}+\frac{11}8-\frac{13}{8\rho}\Big),$$
with a relative error of order $S$. At 400 pm, $\rho=7.5589$ and $S=0.01439$; the bracket is $11.904+2.205+1.375-0.215=15.27$ and $e^{-\rho}=5.214\times10^{-4}$, giving 0.03471 aJ. The full gap formula with numerical integrals gives 0.03446 aJ, so the asymptotic form is high by 0.7% of that value, about $S/2$. The LDA gap (Slater exchange, VWN5 correlation) is 0.02603 aJ.

## Second factor: the kernel

Multiplying the orbitals, $gu=(a^2-b^2)/(2\sqrt{1-S^2})$, so with no approximation
$$K_H=\frac{2U-2V}{4(1-S^2)}=\frac{U-V}{2(1-S^2)} .$$
At 400 pm, $U=2.7248$ aJ and $V=0.5768$ aJ give $K_H=1.0743$ aJ.

The ALDA kernel is $f_{xc}(n(\mathbf r))\,\delta(\mathbf r-\mathbf r')$, and it diverges where the density is low: Slater exchange, $E_x=-\tfrac34(3/\pi)^{1/3}\tfrac{e^2}{4\pi\varepsilon_0}\int n^{4/3}$, has $f_x=-\tfrac13(3/\pi)^{1/3}\tfrac{e^2}{4\pi\varepsilon_0}n^{-2/3}$. The matrix element is finite all the same. Because $g^2=n/2$, $(gu)^2=\tfrac12nu^2$, and $\int u^2=1$ gives
$$|K_{xc}|=\Big|\tfrac12\!\int u^2\,nf_{xc}(n)\Big|\le\tfrac12\max|nf_{xc}| .$$
The exchange part of $nf_{xc}$ goes as $n^{1/3}$, and at low density so does the VWN part, whose energy per electron falls as $1/r_s\propto n^{1/3}$. The density is bounded, so the bound is finite at any $R$. At 400 pm the maximum over the grid gives a bound of 0.50 aJ, while the value is $K_{xc}=-0.2224$ aJ.

At large $R$, $n\to a^2$ and $(gu)^2\to a^4/4$ near nucleus $a$, and likewise near $b$, so $K_{xc}\to\tfrac12\int a^4f_{xc}(a^2)$. For exchange, $\int a^{8/3}=(\pi a_0^3)^{-4/3}\,4\pi a_0^3\cdot2(3/8)^3=\tfrac{27}{64}\pi^{-1/3}/a_0$, hence
$$K_x\to-\tfrac16\cdot\tfrac{27}{64}\,3^{1/3}\pi^{-2/3}E_h=-\tfrac9{128}3^{1/3}\pi^{-2/3}E_h=-0.2061\ \text{aJ}.$$
Radial Gauss–Legendre quadrature with correlation included gives $-0.2213$ aJ. The exchange-correlation part removes about a fifth of $K_H$ at 400 pm ($0.2224/1.0743$) and about a sixth as $R\to\infty$, where $K_H\to\tfrac5{16}E_h=1.362$ aJ, so $K$ stays positive and of atomic size.

## The product

For ALDA at 400 pm, $K=1.0743-0.2224=0.8519$ aJ, $A+B=0.0260+4(0.8519)=3.433$ aJ, and
$$\hbar\omega=\sqrt{0.026034\times3.4334}\ \text{aJ}=0.2990\ \text{aJ}=1.87\ \text{eV}.$$
For exact exchange $f_x=-f_H/2$, so $K=K_H/2$, $A+B=0.0345+2(1.0743)=2.183$ aJ and $\hbar\omega=\sqrt{0.034457\times2.183}$ aJ $=0.2743$ aJ $=1.71$ eV. Once $\Delta\varepsilon\ll K$, $\hbar\omega\simeq\sqrt{4K\Delta\varepsilon}$, which for the gap derived above decays as $e^{-\rho/2}$ times an algebraic factor. All energies in the table are in aJ; the last column is derived in the section on the exact state.

| $R$/pm | $\Delta\varepsilon$ LDA | $K$ LDA | $\hbar\omega$ LDA | $\hbar\omega$ EXX | exact |
|---|---|---|---|---|---|
| 100 | 1.753 | 0.405 | 2.433 | 2.388 | 2.584 |
| 200 | 0.437 | 0.602 | 1.115 | 1.046 | 1.795 |
| 300 | 0.111 | 0.757 | 0.591 | 0.541 | 1.970 |
| 400 | 0.0260 | 0.852 | 0.299 | 0.274 | 2.149 |
| 500 | 0.00564 | 0.910 | 0.143 | 0.133 | 2.263 |

From 400 to 500 pm the LDA gap falls by a factor 4.62, whose square root is 2.15. The stiffness rises from 3.43 to 3.65 aJ, which gives back a factor 1.03, and $\hbar\omega$ falls by 2.08. For a gradient-corrected kernel the bound above does not apply as it stands. Grid evaluation of the PBE response gives $\hbar\omega=0.2906$ and $0.1405$ aJ with gaps 0.02439 and 0.00537 aJ at the two distances, so $A+B=(\hbar\omega)^2/\Delta\varepsilon$ is 3.46 and 3.68 aJ, finite over this range.

## Nonlocal exchange

A hybrid with a fraction $c_x$ of Fock exchange has an orbital gap that is not exponentially small. Acting on the occupied orbital itself, the exchange term is $-c_x\tfrac{e^2}{4\pi\varepsilon_0}\varphi(\mathbf r)\int|\varphi(\mathbf r')|^2/|\mathbf r-\mathbf r'|=-c_x(v_H/2)\varphi$, at every instant and for complex $\varphi$. The equation of motion is therefore that of a local potential containing $-c_xv_H/2$, and $A-B$ is the gap $\Delta\varepsilon_{\rm loc}$ of that potential. For $c_x=1$ with no correlation, time-dependent Hartree–Fock for this two-electron singlet coincides with adiabatic exact exchange.

The orbital gap differs because the Fock operator also defines a level for the empty orbital. Its $u$–$u$ exchange element is $-c_x(ug|gu)=-c_xK_H$, where the local potential has $-c_xJ_{gu}$; the $g$–$g$ elements are both $-c_xJ_{gg}$. Thus
$$\Delta\varepsilon_{\rm orb}=\Delta\varepsilon_{\rm loc}+c_x(J_{gu}-K_H).$$
At large $R$ both $g^2$ and $u^2$ tend to $(a^2+b^2)/2$, so $J_{gu}\to(U+V)/2$ and $J_{gu}-K_H\to V$. At 400 pm the Hartree–Fock orbital gap is $0.6110=0.0345+0.5766$ aJ. PBE0 ($c_x=\tfrac14$) has an orbital gap of 0.1708 aJ, but $A-B=0.1708-0.1441=0.0266$ aJ and $\hbar\omega=0.288$ aJ. The extra gap cancels from the response.

## The exact state

The singlet spatial functions are $g(1)g(2)$, $u(1)u(2)$ and $\Psi_u=[g(1)u(2)+u(1)g(2)]/\sqrt2$. Multiplying out, $(a+b)(a-b)+(a-b)(a+b)=2aa-2bb$, so $\Psi_u\propto a(1)a(2)-b(1)b(2)$ is purely ionic. It is the one odd singlet of the basis and hence an eigenstate. With $h=\hat T+v_a+v_b$ and $h_{gu}=0$ by parity, its energy is $E_u=h_{gg}+h_{uu}+J_{gu}+K_H$ (nuclear repulsion drops from differences). The even functions have $E_{gg}=2h_{gg}+J_{gg}$ and $E_{uu}=2h_{uu}+J_{uu}$, and the electron repulsion couples them by $(gu|gu)=K_H$. With mean $\bar E$ and half-difference $\Delta=h_{uu}-h_{gg}+\tfrac12(J_{uu}-J_{gg})$, the matrix has diagonal $\bar E\mp\Delta$, and its lower solution is
$$E_0=\bar E-W,\quad W=\sqrt{\Delta^2+K_H^2},\quad\Psi_0=\cos\theta\,gg-\sin\theta\,uu,$$
with $\sin2\theta=K_H/W$ and $\cos2\theta=\Delta/W$. Since $v_H/2$ is the potential of the density $g^2$, $\Delta\varepsilon_x=h_{uu}-h_{gg}+J_{gu}-J_{gg}$, and so
$$\Delta=\Delta\varepsilon_x-\delta J,\qquad\delta J=J_{gu}-\tfrac12(J_{gg}+J_{uu})=-\tfrac12(u^2-g^2|u^2-g^2).$$
Over a common denominator $u^2-g^2=[S(a^2+b^2)-2ab]/(1-S^2)=O(S)$, so $\delta J=O(S^2)$. Because $E_u-\bar E=K_H+\delta J$,
$$\hbar\Omega=E_u-E_0=K_H+W+\delta J\;\to\;2K_H\;\to\;\tfrac58E_h-\frac{e^2}{4\pi\varepsilon_0R}.$$
This is the cost of placing both electrons on one atom, less the attraction of the two ions. The first-order term in $\Delta$ is absent, since $W=K_H+\Delta^2/2K_H+\dots$ for $\Delta\ll K_H$. At shorter bonds $\Delta$ matters: it falls while $K_H$ rises from 0.65 aJ at 100 pm to 1.13 aJ at 500 pm, and the exact column of the table passes through its lowest entry at 200 pm.

The two halves of $2K_H$ have separate origins. Split $\hbar\Omega=(E_u-E_{gg})+(E_{gg}-E_0)$. The first bracket is $h_{uu}-h_{gg}+J_{gu}+K_H-J_{gg}=\Delta\varepsilon_x+K_H$. The second is $W-\Delta$, the lowering of the ground state by the doubly excited configuration $uu$. At 400 pm $\delta J=-0.00026$ aJ, $\Delta=0.03472$ aJ and $W=1.0748$ aJ, so
$$\hbar\Omega=1.1087+1.0401=2.149\ \text{aJ}=13.41\ \text{eV},$$
against 2.148 aJ for the limiting form. The weight of $uu$ is $\sin^2\theta=\tfrac12(1-\Delta/W)=0.484$, on its way to $\tfrac12$.

## The role of $B$

The Tamm–Dancoff approximation drops $B$, leaving $i\hbar\dot c=Ac$ and $\hbar\omega=\Delta\varepsilon+2K$, which is finite. With exact exchange this is $\Delta\varepsilon_x+K_H=1.109$ aJ, the first bracket above, and it tends to half the exact limit because the lowering of the ground state is missing. With ALDA it is $0.026+2(0.852)=1.73$ aJ. The zero thus needs $B$: $(\hbar\omega)^2=A^2-B^2$, and $B$ approaches $A$.

## What the kernel would have to be

Perturb with $\lambda(t)\hat A$, where $\hat A=\sum_{i=1}^2(|g\rangle\langle u|+|u\rangle\langle g|)_i$ measures the population difference between the symmetrically orthogonalized atomic orbitals $(g\pm u)/\sqrt2$. Both $\hat A\,gg$ and $\hat A\,uu$ equal $\sqrt2\,\Psi_u$, so
$$M=\langle\Psi_u|\hat A|\Psi_0\rangle=\sqrt2(\cos\theta-\sin\theta),\qquad M^2=2(1-\sin2\theta).$$
The amplitude from $uu$ cancels that from $gg$: $M^2=2(1-K_H/W)\simeq\Delta^2/K_H^2$, which is $1.044\times10^{-3}$ at 400 pm. First-order perturbation theory with one coupled state gives
$$\chi=\frac{M^2}{\hbar\omega-\hbar\Omega}-\frac{M^2}{\hbar\omega+\hbar\Omega}=\frac{2\hbar\Omega M^2}{(\hbar\omega)^2-(\hbar\Omega)^2}.$$
The Kohn–Sham determinant has $\theta=0$, $M^2=2$ and excitation energy $\Delta\varepsilon$, so $\chi_s=4\Delta\varepsilon/[(\hbar\omega)^2-\Delta\varepsilon^2]$. Since $\langle\hat A\rangle=4q$, the effective field is $\lambda+K\langle\hat A\rangle$, giving $\chi=\chi_s(1+K\chi)$, or $K=1/\chi_s-1/\chi$:
$$K(\omega)=\frac{(\hbar\omega)^2-\Delta\varepsilon^2}{4\Delta\varepsilon}-\frac{(\hbar\omega)^2-(\hbar\Omega)^2}{2\hbar\Omega M^2}.$$
This depends on the reference gap. The exact density $2\cos^2\theta\,g^2+2\sin^2\theta\,u^2$ is not of the form $2g^2$, so no determinant with $g$ doubly occupied reproduces it, and $\Delta\varepsilon_x$ is used as the reference.

The $\omega^2$ terms cancel when $\hbar\Omega M^2=2\Delta\varepsilon$. The ratio $\hbar\Omega M^2/2\Delta\varepsilon_x$ is 0.0325 at 400 pm and tends to $\Delta/K_H\to0$, so relative to the reference gap $\Delta\varepsilon_x$ the cancellation in $M$ caused by the double excitation in the ground state makes the kernel strongly frequency dependent; a reference gap equal to $\hbar\Omega M^2/2$ would remove this dependence. On the pole,
$$K^*=K(\Omega)=\frac{(\hbar\Omega)^2-\Delta\varepsilon_x^2}{4\Delta\varepsilon_x}=\frac{4.617-0.001}{0.13783}\ \text{aJ}=33.5\ \text{aJ},$$
and 166 aJ at 500 pm. A frequency-independent kernel equal to $K^*$ places the excitation correctly. Adiabaticity alone therefore does not force the zero; a finite matrix element does, and escape requires growth as $1/\Delta\varepsilon$.

In the two-function basis, with the reference gap $\Delta\varepsilon_x$, such a kernel cannot also give the intensity. For any static $K$, $\chi=4\Delta\varepsilon/[(\hbar\omega)^2-\Delta\varepsilon^2-4K\Delta\varepsilon]$, so energy times squared amplitude equals $2\Delta\varepsilon$ whatever $K$ is. With the origin at the bond centre, the position operator along the bond is $z_{gu}\hat A$ with $|z_{gu}|=|\int z(a^2-b^2)|/(2\sqrt{1-S^2})=R/(2\sqrt{1-S^2})=200.02$ pm. Using $\hbar^2/m=E_ha_0^2$, the oscillator strength $f=(2m/3\hbar^2)\hbar\Omega M^2z_{gu}^2$ is $\tfrac23(0.4929)(1.044\times10^{-3})(14.29)=0.0049$, while a static kernel gives $\tfrac43(0.007903)(14.29)=0.151$. The size of this mismatch belongs to the purely ionic state of the two-function basis: at 400 pm full configuration interaction gives $f=0.05$ in aug-cc-pVDZ and 0.08 in aug-cc-pVQZ, not yet converged, against 0.13 for ALDA in aug-cc-pVDZ and aug-cc-pVTZ. Matching the static response instead needs $K(0)=\hbar\Omega/2M^2-\Delta\varepsilon_x/4=1029$ aJ, and used at all frequencies this puts the pole at $\sqrt{2\Delta\varepsilon_x\hbar\Omega/M^2}=11.9$ aJ, 5.5 times the exact energy.

## Beyond two functions

For a local potential and many empty orbitals $\mu$, the same projection gives $\hbar\dot q_\mu=\Delta\varepsilon_\mu p_\mu$ and $\hbar\dot p_\mu=-\sum_\nu(\Delta\varepsilon_\mu\delta_{\mu\nu}+4K_{\mu\nu})q_\nu$. With $D$ the diagonal matrix of positive gaps and $q=D^{1/2}y$, this becomes $\hbar^2\ddot y=-D^{1/2}(D+4K)D^{1/2}y$. The matrix is real and symmetric, so its lowest eigenvalue in the $\sigma_u$ block cannot exceed the diagonal element of the lowest $\sigma_u$ orbital:
$$(\hbar\omega_{\min})^2\le\Delta\varepsilon_u(\Delta\varepsilon_u+4K_{uu}).$$
For fixed self-consistent orbitals, coupling to further empty orbitals can only lower the excitation; a change of basis also changes $\Delta\varepsilon_u$ and $K_{uu}$, and that effect has to be computed. In the aug-cc-pVDZ basis, self-consistent restricted LDA at 400 pm has $\Delta\varepsilon_u=0.02911$ aJ and $K_{uu}=0.7448$ aJ, so the bound is $\sqrt{0.02911\times3.008}$ aJ $=0.296$ aJ; diagonalizing the full matrix gives 0.274 aJ (1.71 eV). At 500 pm the gap is 0.00743 aJ, the bound 0.155 aJ and the value 0.142 aJ. In aug-cc-pVTZ the gaps shift by about 0.5%, to 0.02927 and 0.00746 aJ, and the excitation energies keep the digits shown. The vanishing of the gap was derived for the 1s basis; in the larger basis it rests on these two distances.

The exact side depends on the basis more strongly. Full configuration interaction in aug-cc-pVDZ puts the lowest $^1\Sigma_u^+$ state at 1.475 aJ (9.21 eV) at 400 pm and 1.575 aJ at 500 pm, well below the minimal-basis values. These two numbers are not converged: aug-cc-pVQZ lowers them by about 0.02 aJ, to 1.452 and 1.558 aJ, and aug-cc-pVTZ with added diffuse s and p functions gives 1.449 and 1.548 aJ. A likely contribution, offered as a conjecture, is relaxation of the anion, whose energy in a frozen 1s orbital, $-E_h+\tfrac58E_h=-\tfrac38E_h$, lies above that of the neutral atom. At 2000 pm the state lies at 1.6457 aJ, equal to the first excitation of one hydrogen atom in that basis and close to the complete-basis value $\tfrac38E_h=1.635$ aJ (10.20 eV). The lowest $^1\Sigma_u^+$ state thus ends as H(1s) plus H($n=2$), and the ionic label, which holds at all $R$ in the minimal basis, fails in this limit. The argument throughout assumes the spin-restricted reference $g^2$; a spin-broken reference has other orbitals and gaps and lies outside it.
